# Transition frequency of a thin-film transistor from mobility, overdrive and length

## Problem

A thin-film transistor has carrier mobility $\mu=1$ cm²/Vs, channel length $L=10$ µm and overdrive $V=10$ V. The overdrive is the gate voltage minus the threshold voltage, both measured from the source. All voltages, charges and currents are taken as magnitudes, so the treatment serves hole and electron channels alike.

The transition frequency is the frequency at which the signal currents of drain and gate are equal in magnitude, with the drain voltage held constant. "Intrinsic" means that only the channel counts: contact resistance and electrode overlap are left out.

(a) Estimate the transition frequency in saturation, taking the gate capacitance to be that of the whole channel area.

(b) Find the capacitance that the saturated channel really presents in the same model, and correct the estimate.

(c) Express the corrected frequency through the transit time of the carriers. Is a low-frequency calculation justified there?

(d) Solve the signal problem at finite frequency and answer the question left by (c).

Where a device is needed, take width $W=100$ µm and 100 nm of silicon dioxide with relative permittivity 3.9.

## Hints

1. Let $u(x)$ be the overdrive at distance $x$ from the source: $V$ minus the local channel potential. The mobile charge per area is $Cu$, where $C$ is the insulator capacitance per area. What is $u$ at each end in saturation?
2. The steady current is the same at every $x$. Integrate it over the whole channel for the current, and over part of it for the profile.
3. The gate charge that varies with the signal mirrors the channel charge. Its derivative with respect to $V$ is the gate capacitance.
4. For (d), charge conservation gives an equation containing $u^2$. Linearize it, and use the product of the steady and signal parts of $u$ as the unknown.

## Solution

### (a) The estimate

Assume a channel much longer than the insulator is thick, constant mobility, and transport by drift alone. The field driving carriers to the drain is $-du/dx$, because $u$ falls as the channel potential rises. Charge per length times velocity gives

$$I=-W\mu C\,u\,\frac{du}{dx}.$$

At the source $u=V$. In saturation the drain voltage is at least $V$, and the mobile charge vanishes at the drain end, $u(L)=0$. The short region that takes up any excess drain voltage is neglected. Integrating from $0$ to $L$ at constant $I$,

$$IL=W\mu C\int_0^V u\,du\quad\Rightarrow\quad I=\frac{W\mu C V^2}{2L}.$$

The transconductance is therefore

$$g_m=\frac{dI}{dV}=\frac{W\mu C V}{L}.$$

A gate signal of amplitude $v$ produces, at low frequency, a drain current $g_m v$ and a gate current $2\pi f C_g v$, where $C_g$ is the gate capacitance. They are equal at $f=g_m/(2\pi C_g)$. With $C_g=WLC$, both $W$ and $C$ cancel:

$$f_{\rm est}=\frac{\mu V}{2\pi L^2}
=\frac{10^{-4}\times 10}{2\pi\,(10^{-5})^2}\ \text{Hz}=1.6\ \text{MHz}.$$

Here $\mu$ is in m²/Vs and $L$ in m. For the stated device, $C=34.5$ nF/cm², so $WLC=0.345$ pF and $g_m=3.45$ µS. Their ratio divided by $2\pi$ is again 1.59 MHz.

### (b) The capacitance in saturation

Integrating the current only from the source to $x$ gives $Ix=W\mu C(V^2-u^2)/2$. Inserting $I$ from (a),

$$u(x)=V\sqrt{1-x/L}.$$

The channel is thus less charged towards the drain. With $s=1-x/L$, its total charge is

$$Q=WC\int_0^L u\,dx=WLCV\int_0^1 s^{1/2}ds=\tfrac23\,WLCV.$$

Hence $C_g=dQ/dV=\tfrac23WLC=0.230$ pF, and

$$f_T=\frac{g_m}{2\pi C_g}=\frac{3\mu V}{4\pi L^2}=\tfrac32 f_{\rm est}=2.39\ \text{MHz}.$$

The estimate in (a) lies one third below this value. It combines two quantities that do not belong to the same bias. The full capacitance is reached at small drain voltage $V_D\ll V$, where $u$ is nearly uniform. There the integral runs from $V-V_D$ to $V$:

$$I=\frac{W\mu C}{L}\left(VV_D-\tfrac12V_D^2\right),\qquad g_m=\frac{W\mu C V_D}{L}.$$

With $C_g\simeq WLC$ the ratio $g_m/(2\pi C_g)$ is $\mu V_D/(2\pi L^2)$, which is only 0.016 MHz at $V_D=0.1$ V and the same overdrive. Here half of the channel's charging current flows through the drain, a quarter period out of phase with $g_mv$. Equal magnitudes then require $g_m^2+(\pi fC_g)^2=(2\pi fC_g)^2$, which raises the frequency by a factor $2/\sqrt3$ to 0.018 MHz. Part (d) includes the charging current at the drain for saturation. The figure of 1.6 MHz is thus a cautious estimate for saturation, good to a factor of 1.5 within this model.

### (c) Transit time

The carrier velocity is $I/(WCu)$, so the time from source to drain is

$$t=\int_0^L\frac{WCu}{I}\,dx=\frac{Q}{I}
=\frac{\tfrac23WLCV}{W\mu CV^2/(2L)}=\frac{4L^2}{3\mu V}=133\ \text{ns}.$$

Since $I\propto V^2$ and $Q\propto V$, we have $dI/dV=2I/V$ and $dQ/dV=Q/V$. Therefore

$$f_T=\frac{1}{2\pi}\,\frac{dI/dV}{dQ/dV}=\frac{1}{2\pi}\,\frac{2I}{Q}=\frac{1}{\pi t}.$$

At this frequency $2\pi f_T t=2$. The signal changes appreciably while a carrier crosses the channel, so the low-frequency calculation is not justified in advance.

### (d) The signal at finite frequency

The charge per length $WCu$ grows when more current enters a slice than leaves it: $WC\,\partial u/\partial t=-\partial I/\partial x$. With the expression for $I$ and $u\,\partial u/\partial x=\tfrac12\partial(u^2)/\partial x$,

$$\frac{\partial u}{\partial t}=\frac{\mu}{2}\frac{\partial^2u^2}{\partial x^2}.$$

Write $u=u_0(x)+u_1(x)e^{i\omega t}$, where $u_0=V\sqrt s$ and $\omega=2\pi f$. To first order the varying part of $u^2$ is $2u_0u_1e^{i\omega t}$. With $w=u_0u_1$ this gives $i\omega w/u_0=\mu\,d^2w/dx^2$. Since $d^2/dx^2=L^{-2}d^2/ds^2$,

$$\frac{d^2w}{ds^2}=\frac{i\Omega}{\sqrt s}\,w,\qquad
\Omega=\frac{\omega L^2}{\mu V}=\frac{f}{f_{\rm est}}.$$

At the drain, $s=0$ and $w=0$. The signal current towards the drain is $-W\mu C\,dw/dx=(W\mu C/L)\,w'(s)$, where the prime means $d/ds$. The gate current balances the difference between the source current, at $s=1$, and the drain current, at $s=0$. The scale of $w$ cancels in the ratio of currents, so we may set $w'(0)=1$:

$$\left|\frac{i_g}{i_d}\right|=|w'(1)-1|.$$

Try $w=\sum_k a_k(i\Omega)^k s^{1+3k/2}$ with $a_0=1$. Equating powers of $s$ gives

$$a_k=\frac{a_{k-1}}{(1+\frac{3k}{2})\frac{3k}{2}},\qquad
a_1=\frac4{15},\quad a_2=\frac1{45},\quad a_3=\frac4{4455}.$$

Each term contributes $a_k(1+3k/2)(i\Omega)^k$ to $w'(1)$, so

$$w'(1)-1=\tfrac23 i\Omega-\tfrac4{45}\Omega^2-\tfrac2{405}i\Omega^3+\dots$$

The first term is the low-frequency result and gives unit gain at $\Omega=3/2$. The squared magnitude up to $\Omega^4$ is

$$\tfrac49\Omega^2+\left(\tfrac{16}{2025}-\tfrac{8}{1215}\right)\Omega^4
=\tfrac49\Omega^2+\tfrac{8}{6075}\Omega^4 .$$

At $\Omega=3/2$ the two corrections in the bracket contribute $+1/25$ and $-1/30$, which leaves $1/150$. To restore a squared magnitude of one, $\Omega$ must fall by a fraction of about $1/300$, to 1.495. Summing the series numerically and solving for unit magnitude also gives $\Omega=1.495$, or

$$f=1.495\,f_{\rm est}=2.38\ \text{MHz}.$$

This is 0.3% below the low-frequency result. The simple formula survives, although the transit time is not short compared with the signal period, because both corrections to the magnitude are small and have opposite signs. Either one alone would shift the frequency by about 2%.

### Beside a real device

A mobility of 1 cm²/Vs is roughly what good polycrystalline organic films reach. The insulator field at the source is $10\ \text{V}/100\ \text{nm}=1$ MV/cm if the threshold voltage is small, below the several MV/cm that a good oxide withstands. The insulator thickness is 0.01 of the channel length, which supports the long-channel assumption. At 300 K, diffusion of nondegenerate carriers in a charge sheet of fixed thickness replaces $u$ by $u+k_BT/q$ in the current integral; integrating current and charge numerically with this change raises $f_T$ by 0.26%. In a classical accumulation layer, which thins as its charge grows, the added term approaches $2k_BT/q$ and the shift is about 0.5%. Either way the effect is small. Traps are a greater concern. If a trap of depth $E$ releases carriers at the rate $\nu e^{-E/k_BT}$, with a rough $\nu=10^{12}$ s⁻¹, this rate equals $2\pi f_T$ at $E=k_BT\ln(\nu/2\pi f_T)=0.29$ eV. Where the traps are mostly empty, carriers in deeper ones lag behind the signal, so a mobility measured at dc need not apply at megahertz frequencies. Contacts and overlap are also left out of the intrinsic figure; for the rough values in the second variation they lower it to below 1 MHz.

## Variation 1: mobility that rises with overdrive

In many disordered films the mobility grows with carrier density. Let it be $\mu(u/V_0)^\gamma$, with $V_0=10$ V fixed at the operating overdrive, so that $\mu$ is still 1 cm²/Vs at the source. Find the low-frequency result for $f_T$ at $\gamma=0.5$.

**Solution.** The current integral becomes

$$I=\frac{W\mu C}{LV_0^\gamma}\int_0^Vu^{\gamma+1}du=\frac{W\mu C\,V^{\gamma+2}}{(\gamma+2)LV_0^\gamma}.$$

At $V=V_0$ its derivative is $g_m=W\mu CV_0/L$, as before. Integrating over part of the channel gives $u=Vs^{1/(\gamma+2)}$, hence

$$Q=WLCV\int_0^1s^{1/(\gamma+2)}ds=\frac{\gamma+2}{\gamma+3}WLCV,\qquad
f_T=\frac{\gamma+3}{\gamma+2}\,f_{\rm est}.$$

For $\gamma=0.5$ the factor is 1.4 and $f_T=2.23$ MHz. As $\gamma$ grows, the charge becomes more uniform and the factor tends to one, the value assumed in (a).

## Variation 2: contacts and overlap

Add a source contact resistance of 0.5 kΩ cm (resistance times width) and a gate overlap $a=5$ µm with each electrode, both rough typical values. The drain is held at 15 V, which keeps the channel saturated. Find the low-frequency estimate of the transition frequency.

**Solution.** The resistance is $R=0.5\ \text{kΩ cm}/0.01\ \text{cm}=50$ kΩ. It lowers the overdrive inside the device to $V'=V-IR$. With $k=W\mu C/L$ and $I=kV'^2/2$,

$$V'+\tfrac12kRV'^2=V\quad\Rightarrow\quad V'=\frac{\sqrt{1+2kRV}-1}{kR}=9.26\ \text{V}.$$

Differentiating the first relation gives $dV'/dV=1/(1+kRV')$. This factor reduces both the transconductance $kV'$ and the channel capacitance, but not the overlap capacitance $2WaC$. Multiplying numerator and denominator by $1+kRV'$,

$$f=\frac{kV'}{2\pi\left[\frac23WLC+2WaC(1+kRV')\right]}.$$

Here $kV'=3.20$ µS, $kRV'=0.16$ and $2WaC=WLC=0.345$ pF. The bracket is $0.230+0.345\times1.16=0.63$ pF, so $f=0.81$ MHz. Overlap alone, with $R=0$, gives 0.95 MHz and is the larger of the two effects here. The signal current passing straight from gate to drain through the overlap has been left out of the drain current. Including it, together with the finite-frequency response of the channel from (d), raises the result to about 0.91 MHz, so the simple estimate is about a tenth too low. Both figures take the source overlap to be charged directly from the source terminal, outside $R$. If it is charged through $R$ instead, the full result is about 0.98 MHz.

With $R=0$ and $a=L/6=1.67$ µm, the total capacitance is $\frac23WLC+\frac13WLC=WLC$. The estimate of part (a) then equals the low-frequency result for a device with that small overlap and ideal contacts, again with the direct gate-to-drain current left out.
